\section*{Growth per cycle of hemispherical islands on a square lattice}

\section{Definitions and conventions}

In atomic-layer deposition a film grows by repeated, self-limiting cycles. On a substrate that offers few reactive sites the film begins as separate islands. The model treated here has these assumptions.

\begin{itemize}
\item The islands are hemispheres of common radius $r$, centred on the points of a square lattice of spacing $b$ in the substrate plane.
\item All islands start together with zero radius, and the bare substrate does not grow.
\item Each cycle moves every exposed film surface outward along its normal by $g$, the growth per cycle (GPC) of a flat film. After $n$ cycles $r=ng$.
\end{itemize}

A hemisphere meets the substrate at a right angle, so growth along the normal leaves it a hemisphere. Where two islands meet, the film surface is the higher of the two spherical surfaces.

Lengths in units of $b$ are
\begin{equation}
\rho=\frac{r}{b},\qquad \delta=\frac{g}{b},
\label{eq:units}
\end{equation}
and $s$ is the lateral distance from the nearest island centre, also in units of $b$. The mean thickness $\bar h$ is the film volume per unit substrate area. The relative growth rate is
\begin{equation}
f(\rho)=\frac{d\bar h}{dr}=\frac{d(\bar h/b)}{d\rho},
\label{eq:fdef}
\end{equation}
which equals 1 for a flat film. Here $r$ is treated as continuous. The rate $f$ has a single maximum, at first contact $\rho=1/2$, with the value $\pi/2$. A real cycle averages $f$ over a step $\delta$, which changes the statement slightly, as shown in Section~\ref{sec:finite}.

\section{Growth rate and exposed area}

Since all radii are equal, the highest surface above any point belongs to the nearest island. It is therefore enough to consider one square cell of unit area, centred on an island. The height there is $b\sqrt{\rho^2-s^2}$ for $s<\rho$ and zero otherwise, so
\begin{equation}
\frac{\bar h}{b}=\int_{\text{cell},\,s<\rho}\sqrt{\rho^2-s^2}\;d^2s .
\label{eq:height}
\end{equation}
Differentiation with respect to $\rho$ gives a term from the moving edge $s=\rho$ and a term from the integrand. The edge term vanishes because the height is zero there. What remains is
\begin{equation}
f(\rho)=\int_{\text{cell},\,s<\rho}\frac{\rho}{\sqrt{\rho^2-s^2}}\;d^2s .
\label{eq:area}
\end{equation}
The integrand is the reciprocal of the cosine between the surface normal and the vertical, which converts projected area into true area. Thus $f=A/b^2$, where $A$ is the exposed film area per cell. The film grows fastest when it exposes the most surface.

\section{The three stages of growth}

\subsection{Separate islands, $\rho\le 1/2$}

The whole disc $s<\rho$ lies inside the cell. With $d^2s=2\pi s\,ds$, Eq.~\eqref{eq:area} becomes
\begin{equation}
f=2\pi\rho\int_0^\rho\frac{s\,ds}{\sqrt{\rho^2-s^2}}
=2\pi\rho\Big[-\sqrt{\rho^2-s^2}\Big]_0^\rho=2\pi\rho^2 .
\label{eq:before}
\end{equation}
The rate rises with $\rho$. It passes the flat-film value at $\rho=1/\sqrt{2\pi}$, before the islands touch, and reaches
\begin{equation}
f(1/2)=2\pi\cdot\tfrac14=\frac{\pi}{2}
\label{eq:peak}
\end{equation}
at contact. The geometry is simple: the island bases then cover a fraction $\pi/4$ of the substrate, and a hemisphere has twice the area of its base. The rate exceeds that of a flat film although part of the substrate is still bare.

\subsection{Touching islands, $1/2\le\rho\le 1/\sqrt2$}

Each of the four neighbours removes the part of the hemisphere beyond a vertical plane at distance $b/2$ from the centre. A sphere of radius $r$ has area $2\pi r\,dx$ between parallel planes separated by $dx$. The full cap beyond the plane therefore has area $2\pi r(r-b/2)$, and the half above the substrate has area $\pi r(r-b/2)$.

The four half caps do not overlap in this range: a common point would need $|x|>b/2$ and $|y|>b/2$, hence a lateral distance above $b/\sqrt2\ge r$. Subtracting them gives
\begin{align}
f&=2\pi\rho^2-4\pi\rho\left(\rho-\tfrac12\right)
=2\pi\rho-2\pi\rho^2=2\pi\rho(1-\rho)
\label{eq:after}\\
&=\frac{\pi}{2}-2\pi\left(\rho-\tfrac12\right)^2 .
\label{eq:parabola}
\end{align}
The last form follows from $\rho(1-\rho)=\frac14-(\rho-\frac12)^2$. It shows that $f$ falls from the moment of contact. The slope of Eq.~\eqref{eq:before} is $4\pi\rho=2\pi$ just before contact, whereas that of Eq.~\eqref{eq:parabola} is zero just after. The maximum has a steep side and a flat side.

\subsection{Closed film, $\rho>1/\sqrt2$}

The corners of the cell, at $s=1/\sqrt2$, are the last points to be covered. Afterwards the integration region in Eq.~\eqref{eq:area} is the complete cell:
\begin{equation}
f=\int_{\text{cell}}\left(1-\frac{s^2}{\rho^2}\right)^{-1/2}d^2s .
\label{eq:closed}
\end{equation}
For every $s>0$ the integrand falls as $\rho$ grows, and it tends to 1. Hence $f$ falls steadily towards 1. Since $f$ rises up to contact, falls from contact to closure and falls after closure, and since it is continuous, its maximum at $\rho=1/2$ is the only one.

The integral can be evaluated. Let the cell be $|x|,|y|<a$, with $a=1/2$ inserted at the end. Integration over $y$ gives
\begin{equation}
f=4\rho\,I(a),\qquad
I(a)=\int_0^a\arcsin\frac{a}{\sqrt{\rho^2-x^2}}\;dx .
\label{eq:I}
\end{equation}
The derivative of $I$ has one term from the upper limit and one from the integrand:
\begin{align}
\frac{dI}{da}&=\arcsin\frac{a}{\sqrt{\rho^2-a^2}}
+\int_0^a\frac{dx}{\sqrt{\rho^2-a^2-x^2}}
=2\alpha,\notag\\
\alpha&=\arcsin\frac{a}{\sqrt{\rho^2-a^2}} .
\label{eq:dI}
\end{align}
Define also $w=\sqrt{\rho^2-2a^2}$ and $\beta=\arctan[a^2/(\rho w)]$. Direct differentiation, with $\rho^2w^2+a^4=(\rho^2-a^2)^2$, gives
\begin{equation}
\frac{d\alpha}{da}=\frac{\rho^2}{(\rho^2-a^2)w},\qquad
\frac{d\beta}{da}=\frac{2a\rho}{(\rho^2-a^2)w}.
\label{eq:dab}
\end{equation}
It follows that $2a\,d\alpha/da=\rho\,d\beta/da$, so $2a\alpha-\rho\beta$ has the derivative $2\alpha$. It vanishes at $a=0$, as $I$ does, and therefore equals $I$. With $2a=1$,
\begin{equation}
f=4\rho\,(\alpha-\rho\beta),\qquad \rho>1/\sqrt2 .
\label{eq:closedform}
\end{equation}
At closure $w\to0$ and $\alpha=\beta=\pi/2$. Equation~\eqref{eq:closedform} then gives $2\pi\rho(1-\rho)$, in agreement with Eq.~\eqref{eq:after}. The value there is $f=1.301$.

A separate numerical evaluation summed the island heights on a grid and took volume differences over radius steps of $0.01b$. Its largest rate was 1.5701, at $\rho=0.51$ in a scan with spacing 0.01. The small shift is due to the finite step. A step centred on contact includes part of the steep side, while the step from $\rho=0.505$ to $0.515$ lies on the flat side. By Eq.~\eqref{eq:parabola} its mean is below $\pi/2$ by $(2\pi/3)(0.015^3-0.005^3)/0.01=0.0007$, as found.

\section{Mean thickness}

Integrating Eq.~\eqref{eq:before} from zero gives
\begin{equation}
\frac{\bar h}{b}=\frac{2\pi}{3}\rho^3,\qquad \rho\le\tfrac12,
\label{eq:h1}
\end{equation}
which is $\pi/12$ at contact. Continuing with Eq.~\eqref{eq:after},
\begin{align}
\frac{\bar h}{b}&=\frac{\pi}{12}+\pi\left(\rho^2-\tfrac14\right)
-\frac{2\pi}{3}\left(\rho^3-\tfrac18\right)\notag\\
&=\pi\rho^2-\frac{2\pi}{3}\rho^3-\frac{\pi}{12},
\qquad \tfrac12\le\rho\le\tfrac1{\sqrt2}.
\label{eq:h2}
\end{align}
For a thick film, expand the square root in Eq.~\eqref{eq:height}. The cell average of $s^2=x^2+y^2$ is $\frac1{12}+\frac1{12}=\frac16$, so to leading order
\begin{equation}
\frac{\bar h}{b}\simeq\rho-\frac{1}{2\rho}\cdot\frac16=\rho-\frac1{12\rho},
\qquad f\simeq1+\frac1{12\rho^2}.
\label{eq:late}
\end{equation}
The thickness approaches that of a film which grew flat from the first cycle. In this model the excess growth after $\rho=1/\sqrt{2\pi}$ repays the early deficit in full. The tangent to the thickness curve at $\rho$, extended back to zero radius, has the intercept $\bar h/b-\rho f\simeq-1/(6\rho)$. This tends to zero, so a straight line fitted to very late thickness data passes nearly through the origin and gives little sign of the island stage. A line fitted to earlier data shows an apparent delay. For $\delta=0.01$ it is about 14 cycles when cycles 100 to 150 are fitted, and still about 6 cycles when cycles 250 to 300 are fitted.

\section{Finite cycles}
\label{sec:finite}

A cycle that takes $\rho$ from $\rho_{n-1}$ to $\rho_n=\rho_{n-1}+\delta$ adds the thickness
\begin{equation}
\frac{\mathrm{GPC}_n}{g}=\frac1\delta\int_{\rho_{n-1}}^{\rho_n}f(\rho)\,d\rho .
\label{eq:gpc}
\end{equation}
This average is below $\pi/2$, because $f$ equals $\pi/2$ at one point only. Let cycle $k$ be the contact cycle, $\rho_{k-1}<\frac12\le\rho_k$, and let $u_0=\rho_k-\frac12$, so that $0\le u_0<\delta$. Take $\delta\le0.1$. Cycle $k+1$ then ends before closure, because $2\delta\le0.2<1/\sqrt2-1/2$. By Eq.~\eqref{eq:parabola} it falls short of $\pi/2$ by
\begin{equation}
\frac1\delta\int_{u_0}^{u_0+\delta}2\pi u^2\,du
=\frac{2\pi}{3\delta}\left[(u_0+\delta)^3-u_0^3\right]
<\frac{14\pi}{3}\delta^2 ,
\label{eq:next}
\end{equation}
where the bound is the value at $u_0=\delta$.

Now take a cycle that lies wholly before contact. At a distance $l$ before contact the shortfall of $f$ is $\pi/2-2\pi(\frac12-l)^2=2\pi l-2\pi l^2$, which grows with $l$. Its mean over the cycle is therefore at least
\begin{equation}
\frac1\delta\int_0^\delta(2\pi l-2\pi l^2)\,dl=\pi\delta-\frac{2\pi}{3}\delta^2 .
\label{eq:earlier}
\end{equation}
This exceeds the bound in Eq.~\eqref{eq:next} if $\pi\delta>16\pi\delta^2/3$, that is, if $\delta<3/16$, which holds here. Cycles later than $k+1$ are lower than cycle $k+1$ because $f$ is falling. Hence, for $\delta\le0.1$, the highest cycle is the contact cycle or the next one, and its GPC is below $\pi g/2$ by less than $14\pi\delta^2g/3$.

\section{Dependence on the lattice}

Suppose that each island has $z$ nearest neighbours at distance $b$. Until the half caps overlap,
\begin{equation}
A=2\pi r^2-z\pi r\left(r-\frac b2\right),\qquad
\left.\frac{dA}{dr}\right|_{r=b/2^+}=2\pi b-\frac{z\pi b}{2}=\frac{\pi b}{2}(4-z).
\label{eq:z}
\end{equation}
Each island gains area by its growing radius and loses area at its contacts. With four neighbours the two balance at first contact, so the square lattice is the marginal case.

On a triangular lattice, $z=6$ and the area per island is $\sqrt3b^2/2$. The rate turns down sharply at contact, from the peak value
\begin{equation}
\frac{2\pi(b/2)^2}{\sqrt3\,b^2/2}=\frac{\pi}{\sqrt3}\approx1.814 .
\end{equation}
On a honeycomb lattice, $z=3$ and the area per island is $3\sqrt3b^2/4$. Equation~\eqref{eq:z} gives $A=\pi r(3b/2-r)$ up to closure at $r=b$, with its maximum at $r=3b/4$. The rate is 1.209 at contact and still rises, to 1.360. Neither the value $\pi/2$ nor the coincidence of maximum and contact is a general property of island growth.

\section{Example: an oxide film on hydrogen-terminated silicon}

Hydrogen-terminated silicon lacks the hydroxyl groups with which many oxide precursors react, which favours island growth. As an illustration, take the round values $g=0.1$~nm and $b=10$~nm, an island density of $1/b^2=10^{12}$~cm$^{-2}$. They are not measured data for a particular process. Then $\delta=0.01$.

The flat-film rate is reached at $r=10/\sqrt{2\pi}=3.99$~nm, after about 40 cycles. Contact follows at $r=5$~nm, at the end of cycle 50, and closure at $r=10/\sqrt2=7.07$~nm, during cycle 71. In cycle 25, Eq.~\eqref{eq:h1} gives
\begin{equation}
\mathrm{GPC}_{25}=\frac{2\pi}{3}(10\ \mathrm{nm})\left(0.25^3-0.24^3\right)=0.0377\ \mathrm{nm},
\end{equation}
little more than a third of the flat-film value.

Since contact falls at the end of a cycle, $u_0=0$. Cycle 50 lies wholly on the steep side. By Eq.~\eqref{eq:earlier} its shortfall is $0.0314-0.0002=0.0312$, so its GPC is $0.1540$~nm. Cycle 51 lies on the flat side, with a shortfall of $2\pi\delta^2/3=2.1\times10^{-4}$. It is the highest cycle, at $0.1571$~nm. The decline is slow: the GPC is 0.151~nm in cycle 60, 0.110~nm in cycle 100 and 0.101~nm in cycle 300.

At contact the mean thickness is $10\pi/12=2.62$~nm, against 5.00~nm for a flat film. After 300 cycles it is 29.72~nm against 30.00~nm. The remaining difference of 0.28~nm agrees with $b^2/(12r)=100/360$~nm from Eq.~\eqref{eq:late}.

\section{What a real surface changes}

Three neglected effects can be sized for the same $g$ and $b$, each taken alone with the other assumptions kept.

\paragraph{Random positions.} Let the islands be placed independently at random with density $N=1/b^2$. A point at height $z$ is uncovered if no centre lies within the lateral distance $\sqrt{r^2-z^2}$, which has probability $\exp[-\pi N(r^2-z^2)]$. Hence
\begin{equation}
\bar h=\int_0^r\left[1-e^{-\pi N(r^2-z^2)}\right]dz .
\end{equation}
The bracket vanishes at $z=r$, so only the integrand contributes to the derivative. With $x=r\sqrt{\pi N}$ and $t=z\sqrt{\pi N}$,
\begin{equation}
f=2\pi Nr\int_0^re^{-\pi N(r^2-z^2)}dz
=2x\,e^{-x^2}\int_0^xe^{t^2}dt=2x\,D(x),
\label{eq:random}
\end{equation}
where $D$ is the Dawson function. The maximum is 1.285, at $r=8.5$~nm. Disorder lowers the peak by 18\% relative to $\pi/2$ and moves it from about cycle 50 to about cycle 85. Some islands touch early while wide gaps elsewhere stay open.

\paragraph{Spread of starting times.} A height-map simulation kept the square lattice but spread the starts of 64 islands uniformly over 20 cycles, assigned to the islands at random. The peak was about 1.55, lower by 1 to 2\% for most random arrangements, when the oldest islands had a radius near 6.5~nm. An ordered arrangement, such as a steady gradient of starting times across the substrate, can lower the peak by more, about 4\% for a slow gradient. An arrangement in which early and late islands alternate can instead raise it slightly above $\pi/2$. Islands that start much later, or new nuclei between the lattice points, are not covered by this estimate.

\paragraph{Size of the precursor.} A molecule cannot enter the narrow crevice between two islands or the corner at the foot of an island. If it is represented by a rigid sphere of radius 0.3~nm (a rough value), the area it can touch on ideal hemispheres gives 1.34 at contact. The largest value is 1.35, near $r=5.3$~nm. The peak is thus about 14\% below $\pi/2$ if growth is taken proportional to the touched area. If growth is instead limited by the packing of the molecules, the relevant area is that of the surface traced by their centres, which is larger on a convex island. The peak is then 1.51, only about 4\% below $\pi/2$. This estimate keeps the islands hemispherical, although poorly reached areas would in fact grow more slowly and change the shape.

For the values chosen here, random positions give the largest change of the three. This order is not general: with a precursor radius of 0.4~nm instead of 0.3~nm, the third effect, measured by the touched area, also lowers the peak by about 18\% (by about 5\% if measured by the surface of the molecular centres). Islands that nucleate at irregularly placed reactive sites do not form a square lattice, so the effect of disorder cannot be ignored. The chosen density is also uncertain, because it depends on how the surface was prepared. In the ideal model a change of $b$ at fixed $g$ rescales the cycle of contact, $b/(2g)$, but leaves the continuous peak at $\pi/2$. The earliest cycles lie outside the model: an island whose radius is a few tenths of a nanometre is no larger than a molecule and has no definite hemispherical surface.

A measured maximum in the GPC is therefore compatible with coalescing islands, but its position need not give the time of first contact. In this model it does so for equal islands on a square or triangular lattice, but not on a honeycomb lattice or for random positions. For random positions at the same density, reading the peak as $r=b/2$ would give $b\approx17$~nm instead of 10~nm, and an island density too low by a factor of about three.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Flat-film growth per cycle g: 0.10 nm
Island spacing b: 10.0 nm
Island density 1/b^2: 1.00e+12 cm^-2
Window g/b: 0.010 (no unit)
Peak rate pi/2: 1.5708 x flat film
Peak rate from height map: 1.5701 x flat film
Peak position from height map: r/b = 0.51
Radius where rate equals flat film: 3.99 nm
Cycles to that radius: 39.9
Radius at first contact: 5.00 nm
Cycles to first contact: 50.0
Radius at closure of substrate: 7.07 nm
Cycles to closure: 70.7
Rate at closure: 1.3013 x flat film
GPC in cycle 10: 0.00568 nm
GPC in cycle 25: 0.03772 nm
GPC in cycle 40: 0.09804 nm
GPC in cycle 50: 0.15396 nm
GPC in cycle 51: 0.15706 nm
GPC in cycle 52: 0.15693 nm
GPC in cycle 60: 0.15140 nm
GPC in cycle 71: 0.13068 nm
GPC in cycle 100: 0.11039 nm
GPC in cycle 200: 0.10219 nm
GPC in cycle 300: 0.10095 nm
Highest cycle: number 51
GPC of highest cycle: 1.57059 x flat film
Its deficit below pi/2: 2.09e-04
Bound on deficit 14 pi (g/b)^2/3: 1.47e-03
Mean thickness at contact: 2.618 nm
Flat-film thickness at contact: 5.000 nm
Mean thickness after 300 cycles: 29.720 nm
Flat-film thickness after 300 cycles: 30.000 nm
Triangular lattice peak: 1.8138 x flat film
Triangular peak position from height map: r/b = 0.50
Honeycomb peak from height map: 1.360 x flat film
Honeycomb rate at contact: 1.209 x flat film
Honeycomb peak position from height map: r/b = 0.75
Random positions, peak: 1.285 x flat film
Random positions, radius at peak: 8.47 nm
Spread of starting times: 20 cycles
Spread starts, peak: 1.55 x flat film
Spread starts, oldest radius at peak: 6.5 nm
Precursor radius: 0.30 nm
Finite precursor, rate at contact: 1.34 x flat film
Finite precursor, peak: 1.35 x flat film
Finite precursor, radius at peak: 5.3 nm
\end{verbatim}
